Late-time approach to steady temperature of a small surface heater

A transistor that dissipates power can heat a patch of silicon some ten micrometres across. Its temperature climbs steeply at first and then creeps towards a final value for a surprisingly long time. The creep matters to anyone who reads a temperature at some finite time and wants the steady one. How large is the part still missing, and how much does it depend on the shape of the patch?

Take the chip as a uniform, isotropic solid filling z > 0, with constant thermal conductivity k and heat capacity C per unit volume. Let T be the temperature rise above the initial, uniform base temperature. Energy conservation with Fourier's law gives

∂T/∂t = α ∇²T,  α = k/C.

From t = 0 a fixed heat flux q(r′) ≥ 0 enters through a bounded part of the surface, so that −k ∂T/∂z = q there. The rest of the surface is insulated, and T vanishes far away. The total power P = ∫ q dA′ is constant. No ħ appears in these equations, so they hold in atomic units, with temperature counted as energy, as in any other consistent system.

Start with a pulse of energy E released at one point at t = 0. In an unbounded solid the response at distance R is

T = E exp(−R²/4αt) / [C (4παt)^(3/2)].

To verify it, differentiate. The time derivative multiplies T by −3/(2t) + R²/(4αt²). The Laplacian multiplies it by −3/(2αt) + R²/(4α²t²), which is the same factor divided by α, so the heat equation holds. The volume integral of the Gaussian is (4παt)^(3/2), so the stored energy is E. If the pulse sits on the plane z = 0, the response is symmetric in z and no heat crosses that plane, as an insulated surface requires. But half the energy then lies in z < 0. To put all of it into the solid, the response must be doubled:

G(R,t) = 2 exp(−R²/4αt) / [C (4παt)^(3/2)] per unit energy.

A point source of constant power P is a succession of pulses P ds, where s is the age of each pulse at the time of observation:

T(R,t) = P ∫₀ᵗ G(R,s) ds.

Substitute x = R/(2√(αs)). Then s = R²/(4αx²), ds = −R² dx/(2αx³), and (4παs)^(3/2) = π^(3/2) R³/x³. The factors x³ cancel, and reversing the limits removes the minus sign:

T = [P/(Cα π^(3/2) R)] ∫ exp(−x²) dx, from x = R/(2√(αt)) to ∞.

The integral is (√π/2) erfc[R/(2√(αt))], and Cα = k. Hence

T(R,t) = P erfc[R/(2√(αt))] / (2πkR).

As t → ∞ the complementary error function tends to 1, leaving the steady rise P/(2πkR).

The heat equation is linear, so an extended source is a sum of point sources of power q(r′) dA′ at distances R = |r − r′|. Subtract the rise at time t from the steady rise, and use 1 − erfc = erf. The deficit D = T(r,∞) − T(r,t) is

D(r,t) = ∫ [q(r′)/(2πkR)] erf[R/(2√(αt))] dA′.

The distance R stands in the denominator and also inside the error function. At late times the two cancel. For y ≥ 0 we have 1 − y² ≤ exp(−y²) ≤ 1; integrating from 0 to x gives

x − x³/3 ≤ (√π/2) erf x ≤ x.

Put x = R/(2√(αt)), multiply by 2/√π and divide by R:

[1 − R²/(12αt)]/√(παt) ≤ erf[R/(2√(αt))]/R ≤ 1/√(παt).

Multiply by q/(2πk) and integrate over the source. Because q is not negative, the inequalities survive. With m₂ denoting the flux-weighted mean of R², the result is

D₀ [1 − m₂/(12αt)] ≤ D ≤ D₀,

D₀ = P/(2πk √(παt)).

This is the law, with its error: D₀ is never too small, and it exceeds D by at most the fraction m₂/(12αt) of D₀. The shape has dropped out of the leading term, and so has the point of observation, provided that it is fixed while αt grows well beyond m₂. The shape remains in the steady temperature, through the average of 1/R, and in the correction, through m₂. The lower bound also gives the first correction itself, because the next term in the series of erf x is of relative order x⁴:

D = D₀ [1 − m₂/(12αt) + terms of order 1/t²].

The physical reason is visible in the rate of heating. Going from t to t + dt adds to the sum over pulses the contribution of age t, so ∂T/∂t for a point source is P G(R,t). When √(αt) is much larger than R, the exponential is close to 1 and the rate is

∂T/∂t ≈ 2P/[C (4παt)^(3/2)].

Old heat has spread over a hemisphere-like region much larger than the source, and its contribution near the source no longer records where it entered. The deficit is the heating still to come. Since the integral of s^(−3/2) from t to ∞ is 2/√t, it equals

4P/[C (4πα)^(3/2) √t] = P/(2πk √(παt)),

where (4πα)^(3/2) = 8π^(3/2) α^(3/2) and Cα = k were used. The slow inverse square root thus comes from spreading in three dimensions.

Numerical solutions for quite different sources show the same behaviour. Measure lengths in an arbitrary unit and follow the rise gained between αt = 25 and αt = 100, that is, between √(αt) = 5 and 10. The leading law makes this gain proportional to 1/5 − 1/10. The correction subtracts (m₂/12)(1/125 − 1/1000), so the gain divided by its leading value should be 1 − 7m₂/1200. For a 2 by 1 rectangle averaged over its own area, m₂ = 5/6 and the expected ratio is 0.995; a three-dimensional grid calculation gives 0.996. For two pads covering 1 < |x| < 2 and |y| < 1/2, observed at unit depth below the middle of the gap, m₂ is about 3.42 and the expected ratio is 0.980; the grid gives 0.981. For a disc of radius a seen from its centre, m₂ = a²/2. At √(αt) = 4a the deficit should be 1 − 1/384 = 0.9974 of D₀, and an independent integral over spatial waves gives 0.9974.

For a device one usually wants the mean temperature of the heated area. Let the flux be uniform over a rectangle with sides Lx and Ly, and average G over all pairs of source and observation points. With v = √(αs), the Gaussian splits into one factor for each direction, and the mean needed for a side L is

F(v,L) = (2/L²) ∫₀ᴸ (L − d) exp(−d²/4v²)/(2v√π) dd.

Here 2(L − d)/L² is the probability density of the separation d between two random points on the side. The term with L gives erf(x)/L, where now x = L/(2v). In the term with d, the integral of d exp(−d²/4v²) is 2v²[1 − exp(−x²)]. Together,

F(v,L) = (1/L) {erf x − [1 − exp(−x²)]/(x√π)}.

The third direction, normal to the surface, contributes 1/(2v√π), so the mean heating rate is (2P/C) F(v,Lx) F(v,Ly)/(2v√π). Using ds = 2v dv/α, we obtain

T_mean(t) = [2P/(√π k)] ∫ F(v,Lx) F(v,Ly) dv, from v = 0 to √(αt).

The same density of separations gives the mean of d² as (2/L²)(L⁴/3 − L⁴/4) = L²/6, and therefore m₂ = (Lx² + Ly²)/6.

This formula contains the other limits too. When √(αt) is much smaller than both sides, F → 1/L and

T_mean ≈ 2P√(αt)/(√π k Lx Ly).

The early rise grows as √t and depends on the power per unit area: heat flows straight down. If the patch is a long finger with Lx much greater than Ly, there is an intermediate stage in which √(αt) lies well between the two. Then F(v,Lx) ≈ 1/Lx, while F(v,Ly) ≈ 1/(2v√π). The integrand falls as 1/v, and the temperature grows logarithmically, with slope P/(πkLx) per unit of ln √(αt). The late law takes over once √(αt) becomes comparable with the long side. With m₂ ≈ Lx²/6 the bound is Lx²/(72αt), which is 5.6% at √(αt) = Lx/2 and 1.4% at √(αt) = Lx.

Consider a silicon device with a 20 µm by 10 µm heated area dissipating 50 mW at a base temperature of 300 K. As model inputs, chosen to be roughly those of silicon, take k = 140 W/(m K) and C = 1.65 × 10⁶ J/(m³ K), which give α = 84.85 µm²/µs. The digits kept below serve to compare formulae within this model; they are not a claim of accuracy for a real device. The combination that sets the scale is

P/(2πk) = 56.84 K µm.

The integral for the rectangle, taken to infinity, gives a steady mean rise of 11.61 K, or 1.00 × 10⁻³ eV when multiplied by Boltzmann's constant. At 10 µs the diffusion length √(αt) is 29.13 µm, and the law predicts

D₀ = 56.84/(√π × 29.13) = 1.101 K.

The full integral gives 1.092 K, or 9.4 × 10⁻⁵ eV. The law is too high by 0.81% of its own value, just inside the bound m₂/(12αt) = 83.33/(12 × 84.85 × 10) = 0.82%. At 1 µs, when the diffusion length of 9.21 µm is still comparable with the source, the law gives 3.48 K against 3.23 K; the excess is 7.2% of the law's value and the bound 8.2%.

The inverse square root makes the last few per cent expensive. Setting D₀ equal to a fraction f of the steady rise T∞ gives

t = [P/(2πk f T∞)]²/(πα),

so a tenfold smaller f needs a hundredfold longer time. In the half-space model the device comes within 10% of its steady rise after 8.8 µs, but within 1% only after 899 µs.

The same regularity offers a shortcut. Quadrupling the time halves D₀, so two readings at t and 4t give

T∞ ≈ 2T(4t) − T(t).

From the model rises at 10 µs and 40 µs this is 2 × 11.0614 − 10.5187 = 11.604 K, which is 0.007 K below the steady value. The second reading alone is 0.55 K below it. The small remainder comes from the correction term. The estimate falls short by 2D(4t) − D(t), which is D₀(t) times [1 − m₂/(48αt)] − [1 − m₂/(12αt)] = m₂/(16αt), or about 0.007 K here. This figure holds for constant conductivity and exact readings. The formula doubles any error in the second reading and adds that of the first, and a conductivity that varies with temperature adds further terms of order 1/t, which are not computed here.

A real chip has a back face. Suppose that it lies at depth L and is held at the base temperature, and that the source is small compared with L. A negative image source at z = 2L cancels the temperature rise on the plane z = L; a matching one at z = −2L restores the insulation of the front. Repeating the two reflections places sources of sign (−1)ⁿ at z = 2nL for every integer n. The images at ±2nL each lie at distance 2nL from the heater, so they change its temperature by

ΔT = [P/(2πk)] Σ (−1)ⁿ erfc[nL/√(αt)]/(nL), n = 1, 2, 3, …

As t → ∞ the sum tends to −(ln 2)/L. For a wafer 500 µm thick the final change is −56.84 × 0.693/500 = −0.079 K. At 100 µs the change is still negligible, and at 1000 µs it is −0.0017 K.

These small numbers alter the reading of the late stage. The wafer's own steady rise is 11.61 − 0.08 = 11.53 K. At 10 µs the heater is 1.09 K below the half-space value but 1.01 K below this one. At 1000 µs, with the back-face change of −0.0017 K included, the two differences are 0.112 K and 0.033 K. The law therefore describes the temperature history well until the back face is felt, but the limit from which it counts is that of the half-space, and so is the limit found from two early readings. To come within 1% of its own steady rise, the wafer must reach 0.99 × 11.53 = 11.42 K, which is 0.194 K below the half-space limit. Setting D₀ = 0.194 K gives about 320 µs, well short of the 899 µs found above. The late law is useful in the window m₂/(12α) ≪ t ≪ L²/α, whose ends here are 0.08 µs and about 2900 µs.

The dimensions and power are chosen for illustration, and the material values are rough. Constant conductivity is a further idealisation whose cost can be estimated. In silicon near room temperature k falls roughly as the power −1.3 of absolute temperature. In the steady state this can be absorbed by defining θ as the integral of k(T′)/k(base) over temperature, from the base to the actual temperature: θ then obeys the constant-k equations. Applied to the mean rise, θ = 11.61 K corresponds to an actual rise of about 11.91 K, or 2.6% more. The conductivity at that temperature is 4.9% below its base value. Since a small change of temperature is the change of θ multiplied by k(base)/k, the late deficit at the heater should be larger by about 5%. That is an estimate, not a solution of the nonlinear transient, but it exceeds the 0.8% shape correction at 10 µs. Fourier's law itself is strained when phonon paths are comparable with the source; a rough average mean free path of 0.3 µm is 3% of the short side, but the paths in silicon are widely spread, and a substantial share of the heat is carried by phonons with paths above 1 µm. The correction to the steady rise near the source is therefore not fixed by this one number and may exceed a few per cent; it is not computed here. Loss to still air above the chip can be ignored. A rough film coefficient of 10 W/(m² K) times √(αt)/k is only about 2 × 10⁻⁵ at 1000 µs. Conduction into the air itself is the larger effect on these scales: with a conductivity near 0.026 W/(m K) it lowers the steady rise by the ratio of the two conductivities, about 2 × 10⁻⁴, or 0.002 K.

The back face of a packaged chip is not truly held at a fixed temperature. Once heat reaches it, the die attachment and the package add their own, slower rise, which this model does not contain. Oxide and metal layers above the silicon, or a buried oxide below the heater, are also absent from the model; they change the steady rise and add corrections that the bound m₂/(12αt) does not cover. These corrections can be much larger than the shape correction, can make D₀ too small, and decay more slowly. For a 5 µm oxide layer above the heater (k = 1.4 W/(m K), α = 0.85 µm²/µs, insulated on top), the deficit exceeds D₀ by about 20% at 10 µs, 5.5% at 100 µs and 1.5% at 1000 µs, falling roughly as 1/√t. The estimate 2T(40 µs) − T(10 µs) then lies about 0.08 K above the steady rise instead of 0.007 K below it. A die edge at distance W ends the window in the same way as the back face, once √(αt) approaches W, and neighbouring devices must be idle or accounted for by superposition. Finally, the power must stay constant: if the dissipation drifts as the device warms, the response to that drift is added to the deficit derived here. The numerical output below lists the values for the example at each time.

Table of computed values

```
TESTS OF SHAPE INDEPENDENCE (1 = leading law)
grid, rectangle, rise from alpha t=25 to 100: 0.9959
grid, two pads, seen below gap, same times: 0.9810
disc centre, deficit at u = 4 radii: 0.99740
EXAMPLE INPUTS (silicon values rough)
conductivity: 140 W/(m K)
heat capacity: 1.65e+06 J/(m3 K)
diffusivity: 84.85 um2/us
power: 50 mW; base temperature: 300 K
source sides: 20 um, 10 um; wafer: 500 um
EXAMPLE RESULTS (mean over source)
P/(2 pi k): 56.841 K um
mean squared pair distance m2: 83.33 um2
m2/(12 alpha): 0.0818 us
steady mean rise: 11.6107 K = 1.001e-03 eV
t = 1 us: diffusion length 9.21 um, rise 8.3787 K
  deficit 3.23201 K, law 3.48149 K
  law too high by 7.1659 %, bound 8.1845 %
t = 10 us: diffusion length 29.13 um, rise 10.5187 K
  deficit 1.09206 K, law 1.10094 K
  law too high by 0.8069 %, bound 0.8185 %
t = 100 us: diffusion length 92.11 um, rise 11.2629 K
  deficit 0.34786 K, law 0.34815 K
  law too high by 0.0817 %, bound 0.0818 %
t = 1000 us: diffusion length 291.29 um, rise 11.5007 K
  deficit 0.11009 K, law 0.11009 K
  law too high by 0.0082 %, bound 0.0082 %
deficit at 10 us in energy: 9.411e-05 eV
time to within 10 %: 8.828 us; law: 8.991 us
time to within 1 %: 898.94 us; law: 899.10 us
rise at 10 us: 10.5187 K; at 40 us: 11.0614 K
extrapolated steady rise: 11.6041 K
NEGLECTED EFFECTS
cold back face, change at 100 us: -1.86e-15 K
cold back face, change at 1000 us: -1.73e-03 K
cold back face, final change: -0.0788 K
wafer diffusion time L^2/alpha: 2946 us
conductivity exponent (rough): 1.3
steady rise with k(T), estimate: 11.9090 K
local conductivity change: -4.93 %
phonon mean free path (rough): 0.3 um
mean free path / short side: 0.030
air cooling coefficient (rough): 10 W/(m2 K)
surface cooling ratio h u/k at 1000 us: 2.08e-05
```
